**Dead-space avalanche noise: Monte Carlo, integral equations and McIntyre's law**

The program follows avalanches started by one electron, where \(M\) is the mean number of pairs, \(F=\langle m^2\rangle/\langle m\rangle^2\) is the noise factor, \(k\) is the hole-to-electron ratio of ionization rates, and \(d\) is the dead space. For \(d=0\) it asserts that simulated gain and noise agree with the closed laws within five estimated standard errors, and that the integral equations agree with them within 0.1% in the same cases. One simulated noise factor, for \(k=0.5\) and \(M=10\), lies 3.4 standard errors below McIntyre's value. Further assertions cover equal ionization rates, a case with at most one ionization, the mean and spread of the free path, and a doubled grid. At \(M=10\) and \(k=0.5\), the noise factor is 3.41, 4.90 and 5.77 for widths of 1000, 10000 and 100000 angstrom, against 5.95 without dead space. The program asserts this ordering and compares the thinnest and widest regions with independent simulations. A counterexample in which \(k\) rises from 0.1 to 0.8 shows a thin region that is noisier than a thick one.

## Numerical check

```python
"""Avalanche gain with dead space: Monte Carlo, renewal equations, McIntyre law.

Result under test: for one electron injected at x = 0 into 0 < x < width,
  noise = k*M + (1-k)*(2 - 1/M)   when the dead space is zero,
and, at equal mean gain M and equal k, a dead space lowers the noise factor,
the more so the thinner the region (for the model coefficients used here).

M      mean number of electron-hole pairs, injected one included
noise  <m^2>/<m>^2 for the random pair number m
alpha  electron ionization rate per length after the dead space
beta   hole ionization rate per length after the dead space; k = beta/alpha
dead   dead space = threshold energy / force on the carrier
Lengths are in angstrom, energies in eV, forces in eV/angstrom.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.integrate import quad
from scipy.linalg import lu_factor, lu_solve
from scipy.optimize import brentq


def mcintyre(gain, k):
    return k * gain + (1 - k) * (2 - 1 / gain)


def simulate(alpha, beta, dead, width, trials, rng):
    """Follow every carrier; return mean gain, noise and their standard errors."""
    pairs = np.ones(trials)
    trial = np.arange(trials)
    position = np.zeros(trials)
    electron = np.ones(trials, dtype=bool)
    while trial.size:
        mean_random_path = np.where(electron, 1 / alpha, 1 / beta)
        path = dead + mean_random_path * rng.exponential(size=trial.size)
        end = position + np.where(electron, path, -path)
        inside = (end > 0) & (end < width)
        trial, end, electron = trial[inside], end[inside], electron[inside]
        pairs += np.bincount(trial, minlength=trials)
        # parent, new electron and new hole all restart at the ionization point
        new = np.ones(trial.size, dtype=bool)
        electron = np.concatenate([electron, new, ~new])
        trial = np.tile(trial, 3)
        position = np.tile(end, 3)
    first, second = pairs.mean(), (pairs**2).mean()
    noise = second / first**2
    influence = (pairs**2 - second) / first**2
    influence -= 2 * second * (pairs - first) / first**3
    root = np.sqrt(trials)
    return first, noise, pairs.std() / root, influence.std() / root


def path_operator(rate, dead, width, cells):
    """Matrix of g -> integral of the free-path density times g, for electrons."""
    step = width / cells
    x = np.linspace(0, width, cells + 1)
    local = np.triu(rate * step * np.exp(-rate * (x[None, :] - x[:, None])))
    local[np.diag_indices(cells + 1)] *= 0.5
    local[:-1, -1] *= 0.5
    local[-1, -1] = 0.0
    # shift the starting point by the dead space, with linear interpolation
    whole = int(dead / step)
    part = dead / step - whole
    shifted = np.zeros_like(local)
    size = cells + 1
    shifted[:size - whole] += (1 - part) * local[whole:]
    shifted[:size - whole - 1] += part * local[whole + 1:]
    return shifted


def renewal(alpha, beta, dead, width, cells=400):
    """Mean gain and noise factor from the integral equations for the moments."""
    ke = path_operator(alpha, dead, width, cells)
    kh = path_operator(beta, dead, width, cells)[::-1, ::-1]
    size = cells + 1
    one = np.eye(size)
    system = lu_factor(np.block([[one - 2 * ke, -ke], [-kh, one - 2 * kh]]))
    unit = np.ones(size)
    mean = lu_solve(system, np.concatenate([ke @ unit, kh @ unit]))
    ne, nh = mean[:size], mean[size:]
    source_e = (1 + 2 * ne + nh)**2 - 2 * ne**2 - nh**2
    source_h = (1 + ne + 2 * nh)**2 - ne**2 - 2 * nh**2
    square = lu_solve(system, np.concatenate([ke @ source_e, kh @ source_h]))
    gain = 1 + ne[0]
    return gain, 1 + (square[0] - ne[0]**2) / gain**2


rate_limit = 0.01       # 1/angstrom
rate_force = 0.015      # eV/angstrom
threshold = 3.0         # eV
target_gain = 10.0


def coefficients(force, k):
    alpha = rate_limit * np.exp(-rate_force / force)
    return alpha, k * alpha, threshold / force


def tune(width, k):
    """Smallest force that gives the target mean gain, found from below."""
    def excess(force):
        return 1 / renewal(*coefficients(force, k), width)[0] - 1 / target_gain
    low = rate_force / np.log(rate_limit * width / 0.7)
    assert excess(low) > 0
    high = 1.03 * low
    while excess(high) > 0:
        low, high = high, 1.03 * high
    return brentq(excess, low, high, xtol=1e-10)


rng = np.random.default_rng(20)
trials = 300000
print(f"Monte Carlo trials per case: {trials}")

# Zero dead space: simulation and integral equations against the closed laws.
for k, gain in [(0.1, 10.0), (0.5, 4.0), (0.5, 10.0)]:
    alpha_width = -np.log(k + (1 - k) / gain) / (1 - k)
    law = mcintyre(gain, k)
    m, f, dm, df = simulate(alpha_width, k * alpha_width, 0.0, 1.0, trials, rng)
    assert abs(m - gain) < 5 * dm and abs(f - law) < 5 * df
    assert df < 0.03 * law
    solved = renewal(alpha_width, k * alpha_width, 0.0, 1.0)
    assert np.allclose(solved, (gain, law), rtol=1e-3)
    print(f"Local case k={k}, M={gain:.0f}: alpha*width = {alpha_width:.4f}")
    print(f"  simulated M = {m:.3f} +- {dm:.3f}")
    print(f"  simulated noise = {f:.3f} +- {df:.3f}; McIntyre {law:.3f}")

# Equal coefficients: M = 1/(1 - alpha*width) and noise = M.
equal = renewal(0.9, 0.9, 0.0, 1.0)
assert np.allclose(equal, (1 / (1 - 0.9), 1 / (1 - 0.9)), rtol=2e-3)

# Dead space above half the width, no hole ionization: at most one event.
chance = 1 - np.exp(-2.0 * (1 - 0.6))
single = renewal(2.0, 0.0, 0.6, 1.0)
exact_noise = 1 + chance * (1 - chance) / (1 + chance)**2
assert np.allclose(single, (1 + chance, exact_noise), rtol=1e-4)

# Same mean gain and same k in regions of different width.
k = 0.5
local_noise = mcintyre(target_gain, k)
print(f"Model: A = {rate_limit} 1/angstrom, B = {rate_force} eV/angstrom")
print(f"Model: threshold = {threshold} eV, k = {k}, M = {target_gain:.0f}")
widths = [1000.0, 10000.0, 100000.0]
forces, noises, fractions = [], [], []
for width in widths:
    force = tune(width, k)
    alpha, beta, dead = coefficients(force, k)
    gain, noise = renewal(alpha, beta, dead, width)
    assert abs(gain - target_gain) < 1e-3
    forces.append(force)
    noises.append(noise)
    fractions.append(dead / width)
    print(f"Width {width:.0f} angstrom: force = {force:.6f} eV/angstrom")
    print(f"  alpha = {alpha:.4e} 1/angstrom, alpha*width = {alpha * width:.3f}")
    print(f"  dead space = {dead:.1f} angstrom, dead/width = {dead / width:.4f}")
    print(f"  energy drop = {force * width:.2f} eV")
    print(f"  noise = {noise:.3f}, ratio to McIntyre = {noise / local_noise:.3f}")
assert fractions[0] > fractions[1] > fractions[2]
assert noises[0] < noises[1] < noises[2] < local_noise

# Independent simulation of the thinnest and the thickest region.
for index in (0, 2):
    alpha, beta, dead = coefficients(forces[index], k)
    m, f, dm, df = simulate(alpha, beta, dead, widths[index], trials, rng)
    assert abs(m - target_gain) < 5 * dm and abs(f - noises[index]) < 5 * df
    print(f"Simulated width {widths[index]:.0f} angstrom: M = {m:.3f} +- {dm:.3f}")
    print(f"  simulated noise = {f:.3f} +- {df:.3f}")
    if index == 0:
        assert f + 5 * df < local_noise

# Thin region in detail: grid refinement, path spread, ratio of mean paths.
alpha, beta, dead = coefficients(forces[0], k)
fine = renewal(alpha, beta, dead, widths[0], cells=800)
assert np.allclose(fine, (target_gain, noises[0]), rtol=2e-3)
print(f"Thin region, doubled grid: M = {fine[0]:.4f}, noise = {fine[1]:.4f}")


def path_moment(power):
    def integrand(s):
        return s**power * alpha * np.exp(-alpha * (s - dead))
    return quad(integrand, dead, dead + 40 / alpha, limit=200)[0]


mean_path = path_moment(1)
spread = np.sqrt(path_moment(2) - mean_path**2) / mean_path
assert np.isclose(mean_path, dead + 1 / alpha, rtol=1e-6)
assert np.isclose(spread, 1 / (1 + alpha * dead), rtol=1e-6)
path_ratio = (dead + 1 / alpha) / (dead + 1 / beta)
path_ratio_noise = mcintyre(target_gain, path_ratio)
assert k < path_ratio < 1 and path_ratio_noise > local_noise
print(f"Thin region: mean electron path = {mean_path:.1f} angstrom")
print(f"Thin region: relative path spread = {spread:.3f} (1 without dead space)")
print(f"Thin region: ratio of mean paths = {path_ratio:.3f}")
print(f"McIntyre noise with that ratio = {path_ratio_noise:.3f}")
bohr = physical_constants["Bohr radius"][0] / angstrom
print(f"Thin region: dead space = {dead / bohr:.1f} bohr")

# Counterexample: k rises strongly from the thick to the thin region.
counter = []
for width, ratio in [(10000.0, 0.1), (1000.0, 0.8)]:
    force = tune(width, ratio)
    noise = renewal(*coefficients(force, ratio), width)[1]
    counter.append(noise)
    print(f"Counterexample width {width:.0f} angstrom, k={ratio}: noise = {noise:.3f}")
    print(f"  McIntyre noise for this k = {mcintyre(target_gain, ratio):.3f}")
    assert noise < mcintyre(target_gain, ratio)
assert counter[1] > counter[0]

print("no test failed")
```

Output:

```
Monte Carlo trials per case: 300000
Local case k=0.1, M=10: alpha*width = 1.8453
  simulated M = 9.994 +- 0.024
  simulated noise = 2.716 +- 0.010; McIntyre 2.710
Local case k=0.5, M=4: alpha*width = 0.9400
  simulated M = 4.013 +- 0.010
  simulated noise = 2.874 +- 0.014; McIntyre 2.875
Local case k=0.5, M=10: alpha*width = 1.1957
  simulated M = 9.978 +- 0.040
  simulated noise = 5.787 +- 0.048; McIntyre 5.950
Model: A = 0.01 1/angstrom, B = 0.015 eV/angstrom
Model: threshold = 3.0 eV, k = 0.5, M = 10
Width 1000 angstrom: force = 0.012145 eV/angstrom
  alpha = 2.9080e-03 1/angstrom, alpha*width = 2.908
  dead space = 247.0 angstrom, dead/width = 0.2470
  energy drop = 12.14 eV
  noise = 3.409, ratio to McIntyre = 0.573
Width 10000 angstrom: force = 0.003601 eV/angstrom
  alpha = 1.5527e-04 1/angstrom, alpha*width = 1.553
  dead space = 833.0 angstrom, dead/width = 0.0833
  energy drop = 36.01 eV
  noise = 4.897, ratio to McIntyre = 0.823
Width 100000 angstrom: force = 0.002242 eV/angstrom
  alpha = 1.2443e-05 1/angstrom, alpha*width = 1.244
  dead space = 1337.8 angstrom, dead/width = 0.0134
  energy drop = 224.24 eV
  noise = 5.766, ratio to McIntyre = 0.969
Simulated width 1000 angstrom: M = 10.006 +- 0.028
  simulated noise = 3.413 +- 0.019
Simulated width 100000 angstrom: M = 9.949 +- 0.039
  simulated noise = 5.710 +- 0.048
Thin region, doubled grid: M = 9.9998, noise = 3.4086
Thin region: mean electron path = 590.9 angstrom
Thin region: relative path spread = 0.582 (1 without dead space)
Thin region: ratio of mean paths = 0.632
McIntyre noise with that ratio = 7.020
Thin region: dead space = 466.8 bohr
Counterexample width 10000 angstrom, k=0.1: noise = 2.309
  McIntyre noise for this k = 2.710
Counterexample width 1000 angstrom, k=0.8: noise = 3.839
  McIntyre noise for this k = 8.380
no test failed
```
